# Multilevel Bisection with Early Rejection: Why Any Fixed Coarse Action Works: a program that tests the result

```python
"""Multilevel bisection with early rejection for path-integral Monte Carlo.

Result under test: a segment is rebuilt level by level, k = 1..L. Level k is
passed with probability min(1, g_k(new)/g_k(old)), where
g_k = w_k / (w_(k-1) * T_k), w_k is the level weight and T_k the proposal
density. Any failure restores the whole old segment. The move then obeys
detailed balance for w_L, for any fixed positive coarse weights w_1..w_(L-1).

Symbols: tau = imaginary-time step, lam = 1/(2 mass), U_k = potential part of
the level action, V = potential. Hartree atomic units throughout.
"""
import numpy as np

rng = np.random.default_rng(20417)

# ---------------------------------------------------------------------------
# Part 1: complete transition matrix of a finite model.
# Seven beads with two positions each: levels hold 1, 2 and 4 beads.
# ---------------------------------------------------------------------------
n_states = 128
index = np.arange(n_states)
prefix = [index // 128, index // 64, index // 16, index]
prefix_count = [1, 2, 8, 128]
level_size = [1, 2, 4, 16]


def difference(values):
    """Matrix of value(new) - value(old); rows are old, columns new."""
    return values[None, :] - values[:, None]


def random_log_weights(scale):
    return [scale * rng.normal(size=prefix_count[k])[prefix[k]]
            for k in range(3)]


def random_log_proposals():
    result = [np.zeros(n_states)]
    for k in (1, 2, 3):
        table = np.exp(0.7 * rng.normal(size=(prefix_count[k - 1],
                                              level_size[k])))
        table /= table.sum(axis=1, keepdims=True)
        result.append(np.log(table.ravel())[prefix[k]])
    return result


def telescoping_ratios(log_w, log_t):
    return [difference(log_w[k] - log_w[k - 1] - log_t[k])
            for k in (1, 2, 3)]


def transition_matrix(log_ratios, log_t):
    moves = np.exp(sum(log_t))[None, :] * np.ones((n_states, 1))
    for ratio in log_ratios:
        moves = moves * np.exp(np.minimum(0.0, ratio))
    return moves + np.diag(1.0 - moves.sum(axis=1))


def flow_imbalance(matrix, weight):
    flow = weight[:, None] * matrix
    return np.abs(flow - flow.T).max()


def drift(matrix, weight):
    """Total change of probability after one move started from weight."""
    return np.abs(weight @ matrix - weight).sum()


def second_eigenvalue(matrix, weight):
    root = np.sqrt(weight)
    symmetric = root[:, None] * matrix / root[None, :]
    return np.linalg.eigvalsh(0.5 * (symmetric + symmetric.T))[-2]


log_target = rng.normal(size=n_states)
target = np.exp(log_target)
target /= target.sum()
log_t = random_log_proposals()

worst_imbalance = 0.0
n_trials = 200
for trial in range(n_trials):
    trial_w = random_log_weights(rng.uniform(0.0, 4.0)) + [log_target]
    trial_t = random_log_proposals()
    trial_p = transition_matrix(telescoping_ratios(trial_w, trial_t), trial_t)
    assert trial_p.min() > -1e-13
    worst_imbalance = max(worst_imbalance, flow_imbalance(trial_p, target))
assert worst_imbalance < 1e-14

# One-shot test of the same proposal, and the ordering of the two chains.
one_shot = transition_matrix([difference(log_target - sum(log_t))], log_t)
off_diagonal = ~np.eye(n_states, dtype=bool)
eigen_one_shot = second_eigenvalue(one_shot, target)
eigen_random = {}
for scale in (1.0, 4.0):
    log_w = random_log_weights(scale) + [log_target]
    p = transition_matrix(telescoping_ratios(log_w, log_t), log_t)
    assert np.all(p[off_diagonal] <= one_shot[off_diagonal] + 1e-14)
    eigen_random[scale] = second_eigenvalue(p, target)
    assert eigen_random[scale] >= eigen_one_shot - 1e-12

# Ideal coarse weights: marginals of the target, with conditional proposals.
log_marginal = [np.log(np.bincount(prefix[k], weights=target))[prefix[k]]
                for k in range(4)]
ideal_t = [np.zeros(n_states)] + [log_marginal[k] - log_marginal[k - 1]
                                  for k in (1, 2, 3)]
ideal_p = transition_matrix(
    telescoping_ratios(log_marginal[:3] + [log_target], ideal_t), ideal_t)
assert np.abs(ideal_p - target[None, :]).max() < 1e-13

# Faulty variants, all with the same moderate coarse weights.
log_w = random_log_weights(1.0) + [log_target]
good_ratios = telescoping_ratios(log_w, log_t)
good_p = transition_matrix(good_ratios, log_t)
drift_good = drift(good_p, target)
assert drift_good < 1e-13

# Fault A: the previous level weight is not divided out.
undivided = transition_matrix(
    [difference(log_w[k] - log_t[k]) for k in (1, 2, 3)], log_t)
drift_undivided = drift(undivided, target)
equations = np.vstack([undivided.T - np.eye(n_states), np.ones(n_states)])
right_side = np.append(np.zeros(n_states), 1.0)
stationary = np.linalg.lstsq(equations, right_side, rcond=None)[0]
product_weight = np.exp(log_w[1] + log_w[2] + log_w[3])
product_weight /= product_weight.sum()
assert np.abs(stationary - product_weight).max() < 1e-10

# Fault B: after failure at the last level the new coarse beads are kept.
reached_last = np.exp(sum(log_t))[None, :] * np.exp(
    np.minimum(0.0, good_ratios[0]) + np.minimum(0.0, good_ratios[1]))
failed_last = reached_last * (1.0 - np.exp(np.minimum(0.0, good_ratios[2])))
keeping = good_p - np.diag(failed_last.sum(axis=1))
old_state, new_state = np.indices((n_states, n_states))
mixed_state = new_state - new_state % 16 + old_state % 16
np.add.at(keeping, (old_state, mixed_state), failed_last)
assert np.allclose(keeping.sum(axis=1), 1.0)
drift_keeping = drift(keeping, target)

# Fault C: the coarse function depends on which path is the old one.
coarse_by_old = rng.normal(size=(n_states, 2))[:, prefix[1]]
coarse_change = coarse_by_old - np.diag(coarse_by_old)[:, None]
old_dependent = transition_matrix(
    [coarse_change - difference(log_t[1]),
     difference(log_w[2] - log_t[2]) - coarse_change,
     good_ratios[2]], log_t)
drift_old_dependent = drift(old_dependent, target)
for wrong in (drift_undivided, drift_keeping, drift_old_dependent):
    assert wrong > 1e-3

print("FINITE MODEL")
print(f"states: {n_states}; random coarse actions tried: {n_trials}")
print(f"largest flow imbalance: {worst_imbalance:.1e}")
print(f"second eigenvalue, one-shot: {eigen_one_shot:.4f}")
for scale, value in eigen_random.items():
    print(f"second eigenvalue, random coarse scale {scale:.0f}: {value:.4f}")
print(f"drift per move, correct rule: {drift_good:.1e}")
print(f"drift, previous weight not divided out: {drift_undivided:.4f}")
print(f"drift, coarse beads kept on failure: {drift_keeping:.4f}")
print(f"drift, old-path-dependent coarse action: {drift_old_dependent:.4f}")

# ---------------------------------------------------------------------------
# Part 2: free-particle bridge and one explicit move with three beads.
# ---------------------------------------------------------------------------
mass = 1.0
lam = 1.0 / (2.0 * mass)


def potential(x):
    square = x * x
    return square * (0.5 + square)


def free_density(a, b, time):
    return np.exp(-(a - b) ** 2 / (4 * lam * time)) / np.sqrt(
        4 * np.pi * lam * time)


def normal_density(x, mean, variance):
    return np.exp(-(x - mean) ** 2 / (2 * variance)) / np.sqrt(
        2 * np.pi * variance)


left, right, half_time = 0.3, -0.5, 0.25
points = np.linspace(-6.0, 6.0, 4001)
spacing = points[1] - points[0]
bridge = (free_density(left, points, half_time)
          * free_density(points, right, half_time)
          / free_density(left, right, 2 * half_time))
bridge_mean = np.sum(bridge * points) * spacing
bridge_variance = np.sum(bridge * (points - bridge_mean) ** 2) * spacing
assert abs(np.sum(bridge) * spacing - 1) < 1e-10
assert abs(bridge_mean - 0.5 * (left + right)) < 1e-10
assert abs(bridge_variance - lam * half_time) < 1e-10

small_tau = 0.25
old_beads = np.array([0.4, 0.8, 0.3])
new_beads = np.array([0.5, 0.3, -0.6])


def path_weight(beads):
    """Full weight of four links with both ends at x = 0."""
    path = np.concatenate([[0.0], beads, [0.0]])
    kinetic = np.prod(free_density(path[:-1], path[1:], small_tau))
    return kinetic * np.exp(-small_tau * potential(beads).sum())


def proposal_density(beads):
    first, middle, last = beads
    return (normal_density(middle, 0.0, lam * 2 * small_tau)
            * normal_density(first, middle / 2, lam * small_tau)
            * normal_density(last, middle / 2, lam * small_tau))


def pass_probabilities(old, new):
    change_1 = 2 * small_tau * (potential(new[1]) - potential(old[1]))
    change_2 = small_tau * (potential(new).sum() - potential(old).sum())
    return (change_1, change_2, min(1.0, np.exp(-change_1)),
            min(1.0, np.exp(-(change_2 - change_1))))


du1, du2, forward_1, forward_2 = pass_probabilities(old_beads, new_beads)
_, _, reverse_1, reverse_2 = pass_probabilities(new_beads, old_beads)
forward_flow = (path_weight(old_beads) * proposal_density(new_beads)
                * forward_1 * forward_2)
reverse_flow = (path_weight(new_beads) * proposal_density(old_beads)
                * reverse_1 * reverse_2)
assert abs(forward_flow / reverse_flow - 1) < 1e-12

print("ONE MOVE, ends at 0 bohr, tau = "
      f"{small_tau} 1/hartree, mass {mass:.0f}")
print("old beads (bohr):", *old_beads, "| new beads (bohr):", *new_beads)
print(f"change of U_1: {du1:.4f}; change of U_2: {du2:.4f}")
print(f"forward pass probabilities: {forward_1:.4f}, {forward_2:.4f}")
print(f"reverse pass probabilities: {reverse_1:.4f}, {reverse_2:.4f}")
print(f"forward/reverse acceptance: "
      f"{forward_1 * forward_2 / (reverse_1 * reverse_2):.4f}")
print(f"one-shot forward acceptance: {min(1.0, np.exp(-du2)):.4f}")
print(f"flow forward: {forward_flow:.6e}; reverse: {reverse_flow:.6e}")

# ---------------------------------------------------------------------------
# Part 3: closed path in V = x^2/2 + x^4; references without sampling.
# ---------------------------------------------------------------------------
beta = 4.0
n_beads = 32
tau = beta / n_beads
n_levels = 4
n_links = 2 ** n_levels
grid = np.linspace(-4.0, 4.0, 161)
dx = grid[1] - grid[0]


def discrete_path_average(beads):
    """Mean x^2 of the primitive closed path, by a product of matrices."""
    step = beta / beads
    half = np.exp(-0.5 * step * potential(grid))
    link = (half[:, None] * free_density(grid[:, None], grid[None, :], step)
            * half[None, :] * dx)
    diagonal = np.diag(np.linalg.matrix_power(link, beads))
    return np.sum(diagonal * grid ** 2) / diagonal.sum()


separation = np.arange(len(grid))[:, None] - np.arange(len(grid))[None, :]
safe = np.where(separation == 0, 1, separation)
kinetic_matrix = np.where(separation == 0, np.pi ** 2 / 3,
                          2.0 * (-1.0) ** np.abs(separation) / safe ** 2)
hamiltonian = lam * kinetic_matrix / dx ** 2 + np.diag(potential(grid))
energies, vectors = np.linalg.eigh(hamiltonian)
thermal = np.exp(-beta * (energies - energies[0]))
x2_continuum = (thermal @ (vectors.T ** 2 @ grid ** 2)) / thermal.sum()
x2_discrete = discrete_path_average(n_beads)
x2_halved = discrete_path_average(2 * n_beads)
error_ratio = (x2_discrete - x2_continuum) / (x2_halved - x2_continuum)
assert 3.0 < error_ratio < 5.0

# ---------------------------------------------------------------------------
# Part 4: bisection sampling with different coarse potentials.
# Independent walkers supply the standard error.
# ---------------------------------------------------------------------------
n_walkers = 1500
n_burn = 300
n_moves = 1100


def sample(coarse_potential, telescoping=True):
    paths = np.zeros((n_beads, n_walkers))
    reached = np.zeros(n_levels + 1)
    total = np.zeros(n_walkers)
    measurements = 0
    for move in range(n_burn + n_moves):
        segment = (rng.integers(n_beads) + np.arange(n_links + 1)) % n_beads
        old = paths[segment]
        new = old.copy()
        alive = np.ones(n_walkers, dtype=bool)
        previous_change = 0.0
        for level in range(1, n_levels + 1):
            if move >= n_burn:
                reached[level - 1] += alive.sum()
            stride = n_links >> level
            middle = np.arange(stride, n_links, 2 * stride)
            noise = rng.standard_normal((len(middle), n_walkers))
            new[middle] = (0.5 * (new[middle - stride] + new[middle + stride])
                           + np.sqrt(lam * stride * tau) * noise)
            v = potential if level == n_levels else coarse_potential
            inner = slice(stride, n_links, stride)
            change = stride * tau * (v(new[inner]) - v(old[inner])).sum(axis=0)
            # An exponential variate exceeds d with probability min(1, e^-d).
            alive &= (rng.standard_exponential(n_walkers)
                      > change - previous_change)
            if telescoping:
                previous_change = change
        paths[segment[1:-1]] = np.where(alive, new[1:-1], old[1:-1])
        if move >= n_burn:
            reached[n_levels] += alive.sum()
            if move % 4 == 0:
                total += (paths * paths).mean(axis=0)
                measurements += 1
    walker_means = total / measurements
    reached /= n_moves * n_walkers
    placed = sum(2 ** k * reached[k] for k in range(n_levels))
    return {"x2": walker_means.mean(),
            "error": walker_means.std(ddof=1) / np.sqrt(n_walkers),
            "reached": reached, "placed": placed, "accepted": reached[-1]}


runs = {
    "one-shot (zero)": sample(lambda x: 0.0 * x),
    "V": sample(potential),
    "V/2": sample(lambda x: 0.5 * potential(x)),
    "misplaced well": sample(lambda x: 0.5 * (x - 1.0) ** 2),
}
reference = runs["one-shot (zero)"]
for name, run in runs.items():
    # Five standard errors: purely statistical tolerance.
    assert abs(run["x2"] - x2_discrete) < 5 * run["error"], name
    # Same proposal and same target: early rejection cannot accept more.
    assert run["accepted"] <= reference["accepted"] + 0.005, name
assert abs(reference["placed"] - (n_links - 1)) < 1e-9

biased = sample(potential, telescoping=False)
bias_in_errors = abs(biased["x2"] - x2_discrete) / biased["error"]
assert bias_in_errors > 10

print("CLOSED PATH, V = x^2/2 + x^4 (hartree, x in bohr)")
print(f"beta = {beta} 1/hartree; beads {n_beads}; tau = {tau} 1/hartree")
print(f"links per segment {n_links}; levels {n_levels}")
print(f"walkers {n_walkers}; burn-in moves {n_burn}; counted {n_moves}")
print(f"<x^2> at this tau, matrix product: {x2_discrete:.5f} bohr^2")
print(f"<x^2> for tau -> 0, diagonalization: {x2_continuum:.5f} bohr^2")
print(f"time-step error ratio on halving tau: {error_ratio:.2f}")
for name, run in runs.items():
    relative_cost = (run["placed"] * run["error"] ** 2
                     / (reference["placed"] * reference["error"] ** 2))
    passes = run["reached"][1:] / run["reached"][:-1]
    print(f"coarse potential: {name}")
    print(f"  <x^2> = {run['x2']:.5f} +- {run['error']:.5f} bohr^2")
    print("  pass fraction by level:", *[f"{value:.3f}" for value in passes])
    print(f"  accepted {run['accepted']:.3f}; beads/attempt "
          f"{run['placed']:.2f}; beads/accepted "
          f"{run['placed'] / run['accepted']:.1f}")
    print(f"  bead cost at equal error, one-shot = 1: {relative_cost:.2f}")
print(f"no telescoping: <x^2> = {biased['x2']:.5f} "
      f"+- {biased['error']:.5f} bohr^2")
print(f"its bias in standard errors: {bias_in_errors:.0f}")
print("every check passed")
```

Printed output:

```
FINITE MODEL
states: 128; random coarse actions tried: 200
largest flow imbalance: 1.1e-18
second eigenvalue, one-shot: 0.9861
second eigenvalue, random coarse scale 1: 0.9894
second eigenvalue, random coarse scale 4: 0.9995
drift per move, correct rule: 1.4e-16
drift, previous weight not divided out: 0.0935
drift, coarse beads kept on failure: 0.2160
drift, old-path-dependent coarse action: 0.0096
ONE MOVE, ends at 0 bohr, tau = 0.25 1/hartree, mass 1
old beads (bohr): 0.4 0.8 0.3 | new beads (bohr): 0.5 0.3 -0.6
change of U_1: -0.3383; change of U_2: -0.0845
forward pass probabilities: 1.0000, 0.7759
reverse pass probabilities: 0.7130, 1.0000
forward/reverse acceptance: 1.0882
one-shot forward acceptance: 1.0000
flow forward: 3.686078e-03; reverse: 3.686078e-03
CLOSED PATH, V = x^2/2 + x^4 (hartree, x in bohr)
beta = 4.0 1/hartree; beads 32; tau = 0.125 1/hartree
links per segment 16; levels 4
walkers 1500; burn-in moves 300; counted 1100
<x^2> at this tau, matrix product: 0.25625 bohr^2
<x^2> for tau -> 0, diagonalization: 0.25733 bohr^2
time-step error ratio on halving tau: 3.97
coarse potential: one-shot (zero)
  <x^2> = 0.25674 +- 0.00027 bohr^2
  pass fraction by level: 1.000 1.000 1.000 0.590
  accepted 0.590; beads/attempt 15.00; beads/accepted 25.4
  bead cost at equal error, one-shot = 1: 1.00
coarse potential: V
  <x^2> = 0.25586 +- 0.00036 bohr^2
  pass fraction by level: 0.700 0.743 0.837 0.911
  accepted 0.397; beads/attempt 7.97; beads/accepted 20.1
  bead cost at equal error, one-shot = 1: 0.91
coarse potential: V/2
  <x^2> = 0.25605 +- 0.00031 bohr^2
  pass fraction by level: 0.773 0.828 0.899 0.846
  accepted 0.487; beads/attempt 9.71; beads/accepted 19.9
  bead cost at equal error, one-shot = 1: 0.84
coarse potential: misplaced well
  <x^2> = 0.25618 +- 0.00036 bohr^2
  pass fraction by level: 0.758 0.837 0.908 0.556
  accepted 0.321; beads/attempt 9.66; beads/accepted 30.1
  bead cost at equal error, one-shot = 1: 1.11
no telescoping: <x^2> = 0.16871 +- 0.00019 bohr^2
its bias in standard errors: 466
every check passed
```
